\section*{Core excitation errors in semilocal TDDFT: self-interaction against missing relaxation}

\section{An absorption edge in the wrong place}

An X-ray photon lifts a 1s electron of a phosphorus atom into the half-filled 3p shell. Time-dependent density functional theory (TDDFT) with the semilocal exchange functional B88 puts this transition at 2074.7 eV. The difference of two separately optimized Hartree--Fock energies is 2137.6 eV, which is 63 eV higher. For nitrogen the corresponding gap is 18 eV. The transition energy is too low, and the deficit grows with nuclear charge $Z$.

Two defects are involved, and they have opposite signs. Self-interaction of the 1s electron lowers the computed excitation energy. Missing orbital relaxation, mostly that of the other electrons, raises it. In the neutral atoms treated here the first defect is larger and grows faster. Short-range exact exchange reduces the first until it balances the second.

The atoms are N ($1s\to2p$), Na ($1s\to3s$) and P ($1s\to3p$). A spin-down 1s electron moves into a valence shell that holds only spin-up electrons. Before and after, all unpaired electrons have parallel spins, so one determinant can describe each state with definite spin. The calculations let spin-up and spin-down orbitals differ, so their determinants have definite spin only approximately. The Na transition is dipole-forbidden and serves only for its energy.

Everything is nonrelativistic and exchange-only. The reference is the Hartree--Fock total-energy difference ($\Delta$SCF), which leaves out correlation and relativity and is not a substitute for experiment. The basis has s and p functions only, and the absolute energies are not converged to the digits shown. For P, tighter s and p functions raise both the B88 response energy and the reference by about 0.3 eV while their difference moves by 0.01 eV, and added d functions lower the reference by about 0.1 eV. Differences from the reference are therefore uncertain at about the 0.1 eV level. Derivations use atomic units and real orbitals; energies of the atoms are in eV.

\section{What the response calculation contains}

Let $i$ be the spin-down 1s orbital and $a,b$ empty spin-down orbitals. A weak disturbance changes the 1s orbital to
\begin{equation}
\varphi_i(t)=e^{-i\varepsilon_i t}\Big[\varphi_i+\sum_a d_a(t)\varphi_a\Big].
\end{equation}
Inserting this in the time-dependent Kohn--Sham equation and keeping first order in $d$ gives
\begin{equation}
i\dot d_a=(\varepsilon_a-\varepsilon_i)d_a+\langle a|\delta v|i\rangle ,\qquad
\delta\rho=\sum_b(d_b+d_b^*)\varphi_i\varphi_b .
\end{equation}
The potential change $\delta v$ is the Hartree and exchange response to $\delta\rho$. Setting $d_a\propto t_a e^{-i\omega t}$ and dropping the far off-resonant $d_b^*$ yields $\sum_b A_{ab}t_b=\omega t_a$ with
\begin{equation}
A_{ab}=\delta_{ab}(\varepsilon_a-\varepsilon_i)+(ia|ib)+f_{ab}.
\label{eq:A}
\end{equation}
Here $(pq|rs)$ is the Coulomb repulsion between the products $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$, and $f_{ab}$ is the second functional derivative of the exchange energy between $\varphi_i\varphi_a$ and $\varphi_i\varphi_b$. For N, retaining the dropped terms and all other single excitations changes $\omega$ by only 0.06 eV.

Both coupling terms contain the product of a compact 1s orbital and an extended valence orbital, which is small. The result therefore stays near an orbital-energy gap: for P the gap is 2074.67 eV and $\omega$ is 2074.72 eV. An error in $\varepsilon_i$ passes almost unchanged into the spectrum.

Equation (\ref{eq:A}) also shows why relaxation is missing. The other electrons could respond to the oscillating density $\varphi_i\varphi_a$, which is linear in $d$. The lasting change from $\varphi_i^2$ to $\varphi_a^2$ is quadratic in $d$ and has been discarded, so nothing makes the other orbitals contract around the core hole. This conclusion rests on taking $\delta v$ as the instantaneous response to $\delta\rho$, with a frequency-independent $f_{ab}$. It is a property of that approximation, not of linear response as such.

\section{Separating the two errors}

Let $a'=\sum_a t_a\varphi_a$ be the normalized excited orbital found by the response. Put it in place of $i$, keep all other orbitals fixed, and call the energy change $\Delta E_{\rm fr}$. Let $\Delta E_{\rm SCF}$ be the change after all orbitals have relaxed, with the same functional. Define
\begin{equation}
X=\Delta E_{\rm fr}-\omega,\qquad R=\Delta E_{\rm fr}-\Delta E_{\rm SCF}.
\end{equation}
Subtracting the definitions gives $\Delta E_{\rm SCF}-\omega=X-R$. With $\delta=\Delta E_{\rm ref}-\Delta E_{\rm SCF}$, the total-energy error of the functional,
\begin{equation}
\Delta E_{\rm ref}-\omega=\delta+X-R .
\label{eq:balance}
\end{equation}
A positive $X$ makes $\omega$ too low; a positive $R$ makes it too high.

\subsection{Exact exchange leaves relaxation alone}

With full exact exchange, $f_{ab}$ in (\ref{eq:A}) becomes $-(ii|ab)$, because the exchange operator responds to the change $\sum_b d_b\varphi_b(\mathbf r)\varphi_i(\mathbf r')$ of the density matrix. Hence
\begin{equation}
\omega=\sum_a t_a^2\varepsilon_a-\varepsilon_i+(ia'|ia')-(ii|a'a').
\end{equation}
The Hartree--Fock energy is quadratic in the density matrix. For the change $\Delta=a'(\mathbf r)a'(\mathbf r')-\varphi_i(\mathbf r)\varphi_i(\mathbf r')$, its first-order part is $\sum_a t_a^2\varepsilon_a-\varepsilon_i$. The second-order Hartree and exchange parts are
\begin{align}
&\tfrac12\left[(ii|ii)+(a'a'|a'a')-2(ii|a'a')\right]\nonumber\\
&-\tfrac12\left[(ii|ii)+(a'a'|a'a')-2(ia'|ia')\right]
=(ia'|ia')-(ii|a'a').
\label{eq:cancel}
\end{align}
The self-repulsions cancel, the sum equals $\omega$, and $X=0$. Since $\delta=0$ too, the Hartree--Fock response error is $+R$. It is $+6.7$ eV for N, $+22.1$ eV for Na and $+22.8$ eV for P. This isolates missing relaxation and shows its sign. No general minimum principle guarantees $R>0$ for an excited determinant, but $R$ is positive in all the cases computed here.

\subsection{Semilocal exchange spoils the cancellation}

For a semilocal functional the first bracket of (\ref{eq:cancel}) remains, but the second is replaced by a functional of the density. Let $\rho$ be the spin-down density and $v_x$ its exchange potential. Then
\begin{align}
X={}&\tfrac12(ii|ii)+\tfrac12(a'a'|a'a')-(ii|a'a')-(ia'|ia')-f_{a'a'}\nonumber\\
&+E_x[\rho-\varphi_i^2+a'^2]-E_x[\rho]-\int v_x\,(a'^2-\varphi_i^2)\,d^3r .
\end{align}
The part that comes from removing the 1s electron alone is
\begin{equation}
X_{1s}=\tfrac12(ii|ii)+E_x[\rho-\varphi_i^2]-E_x[\rho]+\int v_x\varphi_i^2\,d^3r .
\label{eq:x1s}
\end{equation}
Subtracting it leaves
\begin{align}
X-X_{1s}={}&-(ii|a'a')+\tfrac12(a'a'|a'a')-(ia'|ia')-f_{a'a'}\nonumber\\
&+E_x[\rho-\varphi_i^2+a'^2]-E_x[\rho-\varphi_i^2]-\int v_xa'^2\,d^3r .
\label{eq:rest}
\end{align}
The leading term of this remainder is the attraction between the excited electron and the core hole, which the semilocal kernel lacks. It lowers the true excitation energy, so its absence partly offsets the 1s error.

\section{Why the 1s error grows with nuclear charge}

Take a hydrogenic 1s pair with density $n=Z^3e^{-2Zr}/\pi$ per spin. Let $J$ be the repulsion of $n$ with itself and $g(f)=E_x[fn]$ the exchange energy of one spin at occupation $f$. Then $g'(1)=\int v_xn\,d^3r$, and (\ref{eq:x1s}) becomes
\begin{equation}
X_{1s}=\tfrac12J+g'(1)-g(1)
=\left[g'(1)+J\right]-\left[g(1)+\tfrac12J\right].
\label{eq:pair}
\end{equation}
Exact exchange has $g(f)=-f^2J/2$, for which both brackets vanish. The second bracket is the error in the exchange energy; the first is the error in the orbital energy.

To find $J$, set $Z=1$. The charge inside radius $r$ is $1-e^{-2r}(1+2r+2r^2)$. Counting each pair once from its outer member and doubling,
\begin{align}
J&=8\int_0^\infty re^{-2r}\left[1-e^{-2r}(1+2r+2r^2)\right]dr\nonumber\\
&=8\left(\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac3{64}\right)=\tfrac58 .
\end{align}
For general $Z$, lengths shrink by $1/Z$, so $J=5Z/8$. The exchange energy scales in the same way. Its density is $\rho^{4/3}$ times a function of $x=|\nabla\rho|/\rho^{4/3}$. Both $\rho^{4/3}$ and $|\nabla\rho|$ grow as $Z^4$, so $x$ is unchanged, while the volume element contributes $Z^{-3}$. Thus $g$ and $g'$ are proportional to $Z$, and so is $X_{1s}$.

For B88, $g(1)=-0.3098Z$ and $g'(1)=-0.3926Z$. The exact values are $-J/2=-0.3125Z$ and $-J=-0.625Z$. The exchange energy is almost right, but its slope is far too weak, and the slope is what sets the orbital energy. Equation (\ref{eq:pair}) gives
\begin{equation}
X_{1s}=(0.3125-0.3926+0.3098)Z\approx0.230\,Z\ \text{hartree},
\end{equation}
or 6.25 eV per unit of $Z$. In the atoms, $X_{1s}$ rises from 41.6 eV in N to 95.3 eV in P, or 6.7 eV per unit of $Z$. The pair model thus accounts for most of the slope. It omits the outer electrons and the screening of the 1s orbital.

\subsection{Where the growth argument stops}

The attraction in (\ref{eq:rest}) does not follow $Z$ in the neutral atoms, because the valence orbital stays far out. It is 22.6 eV for the compact 2p orbital of N, 8.2 eV for the diffuse 3s orbital of Na and 14.5 eV for 3p in P.

In highly charged ions with a fixed configuration the attraction does grow with $Z$, because all orbitals contract together. For hydrogenic 1s and 2p orbitals at $Z=1$, the potential of the 1s charge is $1/r-e^{-2r}(1+1/r)$ and the radial 2p density is $r^4e^{-r}/24$, so
\begin{equation}
(1s1s|2p2p)=\frac1{24}\int_0^\infty\left[r^3e^{-r}-(r^3+r^4)e^{-3r}\right]dr
=\frac{59}{243}\approx0.243 .
\end{equation}
This is multiplied by $Z$ for an ion. It is as large as the pair value of $X_{1s}$ and enters with the opposite sign. The other terms of (\ref{eq:rest}) also scale with $Z$, so the net trend would need its own calculation. The growth found here is a statement about neutral atoms with a valence final orbital.

\section{How large the errors are}

The B88 results, in eV, are:

\begin{center}
\begin{tabular}{lrrr}
 & N & Na & P\\
\hline
$\omega$ & 379.02 & 1030.96 & 2074.72\\
reference & 396.59 & 1070.43 & 2137.57\\
$X_{1s}$ & 41.6 & 68.5 & 95.3\\
$X$ & 25.9 & 61.9 & 84.8\\
$R$ & 9.7 & 24.3 & 26.0\\
$\delta$ & 1.4 & 1.9 & 4.1
\end{tabular}
\end{center}

For P, equation (\ref{eq:balance}) reads $4.1+84.8-26.0=62.9$ eV, the observed deficit within rounding. From N to P, $X$ gains 59 eV while $R$ gains 16 eV. The deficit therefore grows from 17.6 to 39.5 to 62.9 eV. Relative to the reference energy it falls, from 4.4\% to 3.7\% to 2.9\%, since the excitation energy rises faster than the error.

The remainder $X-X_{1s}$ is $-15.7$, $-6.6$ and $-10.5$ eV. The missing attraction alone would give $-22.6$, $-8.2$ and $-14.5$ eV. It sets the sign and most of the size; the other terms of (\ref{eq:rest}) return part of it.

The B88 values of $R$ exceed the Hartree--Fock values (6.7, 22.1 and 22.8 eV) by 2 to 3 eV. $R$ counts the relaxation of all orbitals, and in B88 the response orbital $a'$ does not feel the core hole, so its own readjustment adds to $R$. This part enters through $\Delta E_{\rm fr}$, which is common to $X$ and $R$, and it cancels in $X-R$.

\section{What short-range exact exchange does}

Split the electron repulsion into a short-range part $\operatorname{erfc}(\mu r)/r$ and a long-range part $\operatorname{erf}(\mu r)/r$, and replace a fraction $c$ of the short-range semilocal exchange:
\begin{equation}
E_x=E_x^{\rm B88}+c\left(E_x^{\rm HF,SR}-E_x^{\rm B88,SR}\right).
\end{equation}
To obtain $E_x^{\rm B88,SR}$, write the B88 energy density of one spin as $-\frac12K(x)\rho^{4/3}$ and multiply it by
\begin{equation}
F(a)=\frac{\int_0^\infty j_1(y)^2\,y^{-1}\operatorname{erfc}(2ay)\,dy}{\int_0^\infty j_1(y)^2\,y^{-1}\,dy},
\qquad a=\frac{\mu\sqrt K}{6\sqrt\pi\,\rho^{1/3}},
\end{equation}
where $j_1$ is a spherical Bessel function. $F$ is the share of exchange that the short-range interaction retains in a uniform gas. The response matrix gains the term $-c(ii|ab)_{\rm SR}$, and $f_{ab}$ is taken from the remaining semilocal part.

At fixed orbitals the effect on the 1s error is simple. Equation (\ref{eq:x1s}) is linear in the exchange functional, so it splits into short- and long-range parts. Exact exchange cancels the self-repulsion belonging to its own interaction, as in (\ref{eq:cancel}). Therefore
\begin{equation}
X_{1s}(c)=X_{1s}^{\rm LR}+(1-c)X_{1s}^{\rm SR}.
\end{equation}

The correction acts on the core because the 1s orbital is small. For $\mu r\ll1$, $\operatorname{erf}(\mu r)/r\to2\mu/\sqrt\pi$, so the long-range self-repulsion of a compact orbital tends to a constant while $J$ grows with $Z$. With $\mu=1$ bohr$^{-1}$ the limit is 1.128 hartree; the 1s orbital of P gives 1.118 out of 9.048 hartree. The short-range share is thus $1-1.118/9.048=87.6\%$. For the 3p orbital of P it is 7.2\%, so little of that orbital's self-repulsion is touched; a more compact valence orbital would have a larger share.

The errors relative to the reference, in eV, are:

\begin{center}
\begin{tabular}{lrrr}
 & N & Na & P\\
\hline
$c=0$ & $-17.6$ & $-39.5$ & $-62.9$\\
$c=0.5$ & $-5.1$ & $-11.7$ & $-21.6$\\
$c=1$ & $+6.8$ & $+16.1$ & $+19.4$\\
$c=0.763$ & $+1.3$ & $+2.9$ & $0.0$
\end{tabular}
\end{center}

The sign change is what (\ref{eq:balance}) gives if $X$ shrinks while relaxation stays missing. $X$, $R$ and $\delta$ were not computed separately for $c>0$; the support for this reading is the fixed-orbital result above and the fact that the $c=1$ errors have the sign and rough size of the Hartree--Fock errors, $+6.7$, $+22.1$ and $+22.8$ eV. A parabola through the first three P errors predicts balance at $c=0.763$, and a new calculation at that value leaves 0.01 eV. That near-zero is the result of fitting. The test of transfer is the use of the same $c$ for the other atoms, where 1.3 and 2.9 eV remain. The fraction belongs to this $\mu$, this functional and this reference.

\section{Consequences for practice}

If one core-excited state is wanted and a single determinant describes it, a $\Delta$SCF calculation includes relaxation. With B88 it lies 1.4 to 4.1 eV below the reference for these atoms, far closer than the response result. The hole must be kept in the 1s orbital during the optimization. When the excited state has the symmetry of the ground state, as in Na, the two determinants are also not strictly orthogonal.

If a whole spectrum is wanted, a short-range corrected functional keeps the convenience of linear response. Its exchange fraction should be checked for the element and edge in question, because it balances two errors that depend differently on the atom. Full exact exchange is not the cure: it removes self-interaction and exposes the relaxation error.

A rigid shift of a semilocal spectrum corrects $X_{1s}$, which is common to all final states of one edge. It does not correct the attraction $(ii|a'a')$, which becomes small for a diffuse final orbital, and $R$ may also vary. Spacings between compact and diffuse final states therefore need a separate check.

Comparison with measurement also requires relativity. Expanding the hydrogenic Dirac energy, $[\sqrt{1-(\alpha Z)^2}-1]/\alpha^2=-Z^2/2-\alpha^2Z^4/8-\dots$ with $\alpha$ the fine-structure constant, shows that the 1s level is lowered. The second term is 0.4 eV for N, 2.7 eV for Na and 9.2 eV for P. These bare-nucleus values give only the order of magnitude; the shift of the transition in the many-electron atom is smaller. A fraction $c$ fitted to measured edges in a nonrelativistic calculation would absorb this shift as well. The numerical output gives the full set of values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hydrogenic 1s pair, B88, per unit of Z:
  self-repulsion J                                    0.6250  hartree
  exchange energy g(1)                               -0.3098  hartree
  derivative g'(1)                                   -0.3926  hartree
  removal defect J/2 + g'(1) - g(1)                   0.2296  hartree
  same defect                                          6.248  eV
Columns: atom                                              N        Na         P
nuclear charge Z                                           7        11        15  
B88 1s(down) orbital energy                          -381.88  -1031.68  -2077.22  eV
B88 orbital-energy gap                                379.13   1030.90   2074.67  eV
B88 response energy omega                             379.02   1030.96   2074.72  eV
reference: Hartree-Fock Delta-SCF                     396.59   1070.43   2137.57  eV
error of B88 omega                                    -17.56    -39.47    -62.85  eV
1s removal defect X_1s (B88)                           41.56     68.52     95.28  eV
electron-hole attraction (1s1s|aa)                     22.58      8.17     14.47  eV
whole defect X (B88)                                   25.87     61.91     84.81  eV
relaxation R (B88)                                      9.70     24.29     26.01  eV
X - R (B88)                                            16.18     37.61     58.80  eV
reference minus B88 Delta-SCF                           1.39      1.85      4.06  eV
Hartree-Fock response energy                          403.26   1092.51   2160.33  eV
error of Hartree-Fock response                          6.68     22.08     22.76  eV
error, short-range exchange c = 0.5                    -5.09    -11.69    -21.58  eV
error, short-range exchange c = 1                       6.84     16.12     19.39  eV
error, c balanced on P                                  1.25      2.93      0.01  eV
hydrogenic relativistic 1s shift, left out              0.43      2.65      9.17  eV
slope of X_1s from N to P per unit Z                   6.716  eV
range parameter mu                                      1.00  1/bohr
fraction c balanced on P                               0.763  
P: 1s self-repulsion                                   9.048  hartree
P: its long-range part                                 1.118  hartree
compact limit 2 mu/sqrt(pi)                            1.128  hartree
P: short-range share, 1s                                87.6  percent
P: short-range share, 3p                                 7.2  percent
N: B88 omega, full response, PySCF                    378.96  eV
\end{verbatim}
